Planes of strongest vacancy creation and annihilation in a diffusion couple

PROBLEM

Two blocks of a substitutional A–B alloy are joined at x = 0 and annealed for a time t. The atomic fraction of A, called N_A, falls from N_left to N_right across the couple. Its profile is

N_A(x,t) = N_m − (ΔN/2) erf[x/(2√(Dt))],

with N_m = (N_left + N_right)/2, ΔN = N_left − N_right > 0 and a constant interdiffusion coefficient D. The intrinsic diffusivities, which describe atomic motion relative to the crystal lattice, differ by a constant amount

δ = D_A − D_B > 0,

so A is the faster species. The position x is measured in the frame of the far, unreacted ends.

Where, at time t, are vacancies created fastest, and where are they annihilated fastest? What are the rates and compositions there, and how far do these planes lie from inert markers placed at the original contact?

Take D = 1.0×10⁻¹⁰ cm²/s, δ = 6.0×10⁻¹¹ cm²/s, t = 100 h, N_left = 0.20 and N_right = 0. These are round model values.

Assume that both species have the same constant atomic volume, so that the number c of lattice sites per volume is constant. Assume also that dislocations and other sources and sinks hold the vacancy fraction close to its equilibrium value, that this fraction is small, and that the sources and sinks are spaced much more closely than √(Dt). No electronic constants enter, so the algebra reads the same in atomic units and in any other consistent units.

FIRST ESTIMATE BY SCALING

The profile has one length, ℓ = √(Dt). With Dt = 10⁻¹⁰ × 3.6×10⁵ cm² = 3.6×10⁻⁵ cm², this is ℓ = 60 µm.

More A atoms move right than B atoms move left. The right side gains atoms and needs new lattice sites, so vacancies are created there. The left side loses atoms and must remove vacant sites.

The imbalance of the atomic fluxes is proportional to the composition gradient, of order ΔN/ℓ. It is largest at the contact and vanishes far away. Creation depends on how the imbalance changes with position, so it vanishes at the centre of the symmetric gradient and again at infinity. The extremes should therefore lie near x = ±ℓ = ±60 µm. The drift velocity is of order δΔN/ℓ, and its change over a distance ℓ gives a rate per site of order

δΔN/ℓ² = (δ/D)ΔN/t = 0.6 × 0.20/(3.6×10⁵ s) ≈ 3.3×10⁻⁷ s⁻¹.

EXACT SOLUTION

Lattice drift. A prime denotes ∂/∂x. Since N_B = 1 − N_A, the fluxes relative to the lattice are

J_A = −cD_A N_A′,
J_B = −cD_B N_B′ = +cD_B N_A′.

If the lattice moves at velocity v, the total atom flux in the frame of the ends is J_A + J_B + cv. It must vanish, because c is constant and nothing moves at the far ends. Hence

v = −(J_A + J_B)/c = (D_A − D_B)N_A′ = δN_A′.

Consistency of the data. In the frame of the ends, the flux of A is

J_A + cN_A v = −c[D_A − N_A(D_A − D_B)]N_A′
= −c[N_B D_A + N_A D_B]N_A′.

The bracket is Darken's interdiffusion coefficient, so D = D_A − N_Aδ. Constant D and constant δ can coexist if

D_A = D + N_Aδ,
D_B = D_A − δ = D − N_Bδ,

provided both are positive over the composition range. In the example, D_A falls from 1.12×10⁻¹⁰ to 1.00×10⁻¹⁰ cm²/s from left to right, and D_B from 5.2×10⁻¹¹ to 4.0×10⁻¹¹ cm²/s. If instead D_A and D_B are separately constant and unequal, D varies with composition and the error function is an approximation. That case is treated below.

Creation rate. Let σ be the number of vacancies created per volume and time, negative for annihilation. Each created vacancy adds a lattice site. The balance of sites is

∂c/∂t + ∂(cv)/∂x = σ.

With c constant,

σ/c = v′ = δN_A″.

The same result follows from vacancy transport: J_V = −(J_A + J_B) = cv, whose divergence must be supplied by σ when vacancy storage is negligible.

Since d erf(u)/du = (2/√π)exp(−u²), the profile gives

N_A′ = −[ΔN/(2√(πDt))] exp(−x²/4Dt).

Differentiating the exponential multiplies this by −x/(2Dt), so

σ/c = δΔN x exp(−x²/4Dt)/[4√π (Dt)^(3/2)].

This is positive on the right and negative on the left, as the flux argument required.

The extremal planes. At fixed t,

∂σ/∂x ∝ (1 − x²/2Dt) exp(−x²/4Dt).

The derivative is positive for |x| < √(2Dt) and negative outside. Since σ tends to zero at both ends, the global maximum and minimum are

strongest creation: x = +√(2Dt),
strongest annihilation: x = −√(2Dt).

For the example, √2 × 60 µm = 85 µm, or 8.5×10⁵ Å. Creation peaks at +85 µm, on the side poor in the fast species, and annihilation at −85 µm, on the side rich in it. Reversing the sign of δ reverses σ everywhere and exchanges the planes.

Substituting x = √(2Dt) gives the peak rate per site:

σ_max/c = δΔN √2 e^(−1/2)/(4√π Dt)
= δΔN/[2√(2πe) Dt]
= 0.12/(8.27 × 3.6×10⁵ s) = 4.0×10⁻⁸ s⁻¹.

The annihilation peak has the same magnitude.

At the planes the argument of the error function is ±1/√2, and erf(1/√2) = 0.683. Therefore

N_A = N_m ∓ 0.341ΔN,

with the upper sign for creation. The compositions are 0.032 at the creation plane and 0.168 at the annihilation plane. They do not change with time while the end compositions remain fixed, so the planes can be located on a measured profile without knowing D, if the profile has the assumed form.

Total creation and markers. Integrating σ/c = v′ over the right half gives the thickness of lattice created there per unit time:

∫₀^∞ v′ dx = v(∞) − v(0) = δΔN/(2√(πDt)) = 0.020 µm/h at 100 h.

An equal thickness is annihilated on the left, and the lattice between drifts left. An inert marker obeys dx/dt = v(x,t). Because v is 1/√t times a function of x/√t, a marker starting at the contact follows x_K = K√t. Its velocity is x_K/(2t), hence

x_K = 2t v(x_K,t) = −δΔN √(t/(πD)) exp(−x_K²/4Dt).

The solution is x_K = −4.1 µm. Measured from the markers, the creation plane is 89 µm to the right and the annihilation plane 81 µm to the left. The symmetry belongs to the contact plane in the frame of the ends, not to the markers.

A different maximum. One may instead fix x and ask when its rate is greatest. The time-dependent factor is t^(−3/2)exp(−x²/4Dt). Setting the derivative of its logarithm to zero gives

−3/(2t) + x²/(4Dt²) = 0, so t = x²/(6D).

At x = 85 µm this is 33 h. When the creation plane reaches that position at 100 h, the local rate has already been falling for 67 h. The plane marks the largest rate in space at one instant, not the largest rate in the history of that position.

An independent calculation. The drift law can be tested by following cells bounded by lattice planes, exchanging atoms by the intrinsic fluxes and letting each cell's width follow from its atom count. Neither v nor Darken's D is prescribed. For N_A falling from 1 to 0, δ = 0.6D and the compatible diffusivities above, the extremes came out at +1.4139 and −1.4141 in units of √(Dt), against ±1.4142. The marker was at −0.331 in the same unit, against −0.329 from the equation for x_K.

COMPARISON OF THE TWO

Scaling gives the correct sides, the growth of the distance as √t and the fall of the peak rate as 1/t. It places the planes at 60 µm instead of 85 µm, too close by the factor √2.

The rate estimate is much poorer: 3.3×10⁻⁷ against 4.0×10⁻⁸ s⁻¹, too large by a factor of 8.3. Two numerical factors explain this. The steepest gradient is 1/(2√π) = 0.282 times ΔN/ℓ, because the composition change is spread over several ℓ. At the creation plane, the magnitude of the drift gradient is x/(2Dt) times the local drift speed, or (√2/2)e^(−1/2) = 0.429 times |v(0)|/ℓ. Their product is 0.121 = 1/8.3. Scaling supplies the powers of D and t, while the profile supplies these factors.

SEPARATELY CONSTANT DIFFUSIVITIES

Now hold D_A and D_B themselves constant, keeping δ, the end compositions and the time unchanged. Let D_m = D(N_m) equal the former D. For the example this means D_A = 1.06×10⁻¹⁰ and D_B = 4.6×10⁻¹¹ cm²/s. Write

N_A = N_m + ΔN u(z), z = x/√(2D_m t).

Since D = D_A − N_Aδ,

D = D_m(1 − κu), κ = δΔN/D_m.

The diffusion equation ∂N_A/∂t = (DN_A′)′ becomes, with primes now denoting d/dz and p = u′,

[(1 − κu)p]′ = −zp.

Expanding the left side and dividing by p gives

p′/p = (−z + κp)/(1 − κu) ≈ −z + κh, h = p₀ − zu₀,

to first order in κ. Here u₀ = −½ erf(z/√2) and p₀ = −exp(−z²/2)/√(2π).

The drift law v = δ∂N_A/∂x is unchanged, so the creation rate is proportional to p′ and its extremes satisfy p″ = 0. Using p″/p = (p′/p)′ + (p′/p)²,

−1 + κh′ + z² − 2κzh = 0.

Put z = 1 + ε. To first order, ε = −κ(h′ − 2h)/2. Since p₀′ = −zp₀, we have h′ = −2zp₀ − u₀. At z = 1, p₀ = −0.242 and u₀ = −0.341, so h = 0.099 and h′ = 0.825. Thus ε = −0.313κ. At z = −1, h is the same and h′ changes sign; with z = −1 + ε the condition gives ε = κ(h′ + 2h)/2 = −0.313κ again.

Both planes therefore move left, towards the side rich in A, where D is lower and the gradient steeper. For κ = 0.12 the predicted shift is −3.8% of √(2D_m t). The moving-lattice calculation gives −3.9% for creation and −3.7% for annihilation, about 3 µm each. For a couple spanning N_A = 1 to 0 with δ = 0.6D_m, the first-order value is −19%, while the calculation gives −22% and −16%. The symmetric answer is then a poor approximation.

SINKS, ATOMIC VOLUME AND REAL COUPLES

Finite sink spacing. Let y be the excess vacancy fraction, D_V the vacancy diffusivity and τ the relaxation time at sinks, with L² = D_Vτ defining an effective sink spacing L. The rate per site is r = −y/τ. For an estimate, keep the composition profile and D_V fixed. Diffusion of the excess then changes the balance from r = q to r = q − D_V ∂²y/∂x², where q is the ideal rate found above. Substituting y = −τr gives

r − L² ∂²r/∂x² = q.

For small L, r ≈ q + L² ∂²q/∂x². With z = x/√(2Dt), q is proportional to f = z exp(−z²/2), whose derivatives at z = 1 satisfy f″ = −2e^(−1/2) and f‴ = 2e^(−1/2). Setting the slope of r to zero at z = 1 + ε gives −2ε + 2L²/(2Dt) = 0. The outward shift is thus L²/√(2Dt). For a rough L = 10 µm this is 1.2 µm; solving the equation for r without the small-L expansion gives 1.1 µm. These values show only the size of the shift, because the excess also drives atomic fluxes that alter the profile, and D_V varies with composition.

The relative departure from vacancy equilibrium is |y|/X_V = |r|L²/(D_V X_V), where X_V is the equilibrium vacancy fraction. Taking D_V X_V ≈ D as a first guess gives 4×10⁻⁴ at the peaks. Vacancies move by exchange with both species, so for a nearly ideal solution a better value is D_V X_V ≈ N_A D_A + N_B D_B. This is 0.44D at the creation plane and 0.60D at the annihilation plane, and raises the departures to about 9×10⁻⁴ and 7×10⁻⁴. This value neglects the correlation of successive jumps: in a pure fcc crystal the tracer diffusivity is only about 0.78 D_V X_V, and a factor of that size would lower both departures by roughly a fifth. Storage is also small: for an assumed high fraction X_V = 10⁻⁴, the estimate X_V/t is 0.7% of the peak rate.

Unequal atomic volumes. Let φ be the volume fraction of A and Ω_A, Ω_B the atomic volumes. The concentrations are φ/Ω_A and (1 − φ)/Ω_B, and the site balance becomes

σ = ∂/∂x[(D_A/Ω_A − D_B/Ω_B) ∂φ/∂x].

Take Ω_A/Ω_B = 1.10, with the end atomic fractions, D and δ held fixed and φ replacing N_A in the compatible diffusivities. The calculation moves both planes right by about 0.8–0.9% of √(2Dt) and lowers the creation peak, measured per volume Ω_B, by 9%. Volume mismatch here affects the rate more than the location.

The real setting. The chosen D is a rough value for a metallic solid solution annealed hot, as in diffusion bonding. The time is not typical of bonding: 100 h suits a laboratory diffusion couple, whereas a bonding cycle commonly lasts minutes to hours. After 1 h at the same D, the predicted distance is 8.5 µm, smaller than the assumed sink spacing, so the ideal formulas for the planes and rates no longer apply. This is so even though the estimated vacancy fraction is still within 10 per cent of equilibrium: excess vacancies diffuse over distances comparable with the profile before they reach a sink. Real alloys also break the assumption of constant D; the separately constant case above moves the planes by about 3 µm for the narrow composition range, where D varies by only about 12%. A stronger variation of D can move them further. Stress and pores are omitted, and their effect on the location has not been calculated. Pores could form where annihilation at dislocations is incomplete, and would then act as additional sinks. They are expected on the side rich in the fast species, but the annihilation plane marks only the present peak of the rate. Integrating σ/c = δN_A″ = (δ/D)∂N_A/∂t over time shows that the annihilation accumulated per site at a fixed x < 0 is (δ/D)[N_left − N_A(x,t)], which grows towards the contact: 0.019 at −85 µm and 0.038 at −40 µm in the ideal model. The largest past rate at a position also grows towards the contact, as 1/x². The peak of σ at one instant therefore predicts neither where pores nucleate nor where they are most numerous.

The numerical output below gives the values to more digits than these rough inputs warrant for a real couple.

Numbers as computed

```
MODEL INPUTS
interdiffusion coefficient D: 1.00e-10 cm2/s
intrinsic difference D_A-D_B: 6.00e-11 cm2/s
anneal time: 100 h
N_A at left and right ends: 0.20, 0.00
D_A, D_B at left end: 1.120e-10, 5.200e-11 cm2/s
D_A, D_B at right end: 1.000e-10, 4.000e-11 cm2/s
EXAMPLE RESULTS
diffusion length sqrt(Dt): 60.00 um
creation plane: +84.85 um
annihilation plane: -84.85 um
distance of each plane from contact: 8.485e+05 angstrom
N_A at creation plane: 0.0317
N_A at annihilation plane: 0.1683
peak rate per site: 4.033e-08 1/s
thickness creation rate, right half: 0.02031 um/h
marker position: -4.058 um
creation plane from marker: +88.91 um
annihilation plane from marker: -80.80 um
time of largest rate at x=84.85 um: 33.33 h
SCALED TESTS (D=t=1, full span, D_A-D_B=0.6)
expected plane distance: 1.4142
simulated creation plane: +1.4139
simulated annihilation plane: -1.4141
expected peak rate: 0.07259
simulated creation peak rate: 0.07259
simulated annihilation peak rate: 0.07261
largest profile error in N_A: 0.00003
marker, expected and simulated: -0.3295, -0.3307
NEGLECTED EFFECTS (plane shifts in % of sqrt(2Dt), + is rightward)
order: creation plane, annihilation plane
separately constant D_A,D_B, example: -3.86, -3.66 %
separately constant D_A,D_B, full span: -21.67, -16.44 %
assumed atomic-volume ratio A/B: 1.10
unequal volumes, plane shifts: +0.84, +0.86 %
unequal volumes, creation peak change: -9.3 %
same change from site-balance estimate: -8.8 %
assumed sink spacing: 10 um
outward shift from sink spacing: 1.11 um
relative vacancy supersaturation: 4.0e-04
assumed upper vacancy fraction: 1e-04
vacancy storage / peak creation: 0.69 %
```
